Parrinello-Rahman Dynamics and Wentzcovitch's Strain Form: Dependence on Lattice Vectors

**A cubic crystal described twice**

Take a simple cubic lattice with edge vectors a, b, c of length a₀, mutually perpendicular. The vectors a, a + b, c generate the same lattice: b is recovered as (a + b) − a, and both cells have volume a₀³. Nothing physical distinguishes the two descriptions.

Let the crystal contract uniformly at rate γ, so that every lattice vector obeys ȧ = −γa. Suppose we assign the cell a kinetic energy equal to W/2 times the sum of the squared velocities of its three lattice vectors, W being a fictitious mass. The two descriptions give

K(a, b, c) = (W/2)γ²a₀²(1 + 1 + 1) = (3/2)Wγ²a₀²,
K(a, a + b, c) = (W/2)γ²a₀²(1 + 2 + 1) = 2Wγ²a₀².  (1)

The 2 in the second line is |a + b|²/a₀². One motion of one crystal has two kinetic energies. This kinetic energy is the one in the Parrinello-Rahman method, so we must ask what (1) does to the motion and how it can be cured.

**Variables and Lagrangian**

Put the lattice vectors into the columns of a 3×3 matrix h = (a, b, c), with volume Ω = det h > 0. Atom i, of mass m_i, has position r_i = h s_i, where s_i is a column of scaled coordinates. A separation Δr = hΔs has squared length

|Δr|² = ΔsᵀhᵀhΔs = ΔsᵀGΔs,  G = hᵀh.  (2)

The symmetric matrix G is the metric tensor. Its elements are the scalar products of the lattice vectors, so it fixes the shape and size of the cell but not its orientation.

The nuclei are classical. U(h, s) is the potential energy per cell, in first-principles work the electronic ground-state energy at given nuclear positions. It is taken to be periodic, unchanged by rotation or reflection of the whole crystal, and converged well enough not to depend on which equivalent cell is used to compute it. The external stress is a hydrostatic pressure P. The Parrinello-Rahman Lagrangian is

L = ½Σ_i m_i ṡ_iᵀGṡ_i − U(h, s) + (W/2)Tr(ḣᵀḣ) − PΩ.  (3)

Since Tr(ḣᵀḣ) is the sum of the squares of all elements of ḣ, the third term is the cell kinetic energy of the opening example.

Equation (3) is a postulate, not a consequence of Newton's equations for a real crystal. The full velocity of an atom is ṙ_i = hṡ_i + ḣs_i, but the first term of (3) contains only

v_i = hṡ_i,  ṡ_iᵀGṡ_i = |v_i|².  (4)

The omitted part ḣs_i depends on which periodic image represents the atom: replacing s_i by s_i + n, with n a column of integers, changes it by ḣn. The velocity v_i is the same for all images.

**Equation of motion of the atoms**

The momentum conjugate to s_i is ∂L/∂ṡ_i = m_iGṡ_i. The factor ½ cancels because G is symmetric and ṡ_i occurs twice. For the force, let F_i = −∂U/∂r_i at fixed h. A change δs_i moves the atom by hδs_i, so δU = −F_iᵀhδs_i and −∂U/∂s_i = hᵀF_i. Lagrange's equation is therefore

d(m_iGṡ_i)/dt = m_i(Gs̈_i + Ġṡ_i) = hᵀF_i.  (5)

Multiply by G⁻¹/m_i. Because G⁻¹ = h⁻¹h⁻ᵀ, where h⁻ᵀ is the transpose of h⁻¹, we have G⁻¹hᵀ = h⁻¹, and

s̈_i = h⁻¹F_i/m_i − G⁻¹Ġṡ_i,  Ġ = ḣᵀh + hᵀḣ.  (6)

The last term acts when the metric changes in time. In a uniformly contracting cubic cell Ġ = −2γG, and the term is +2γṡ_i: the scaled velocity grows. For a free atom, (5) then makes Gṡ_i constant.

**Equation of motion of the cell**

For a function f(h), let ∂f/∂h denote the matrix with elements ∂f/∂h_αβ, so that δf = Tr[(∂f/∂h)ᵀδh]. We need three such derivatives, at fixed s, ṡ and ḣ.

For the atomic kinetic energy K_at, a change δh alters v_i by δhṡ_i, so δK_at = Σ_i m_i v_iᵀδhṡ_i. Reading off the coefficient of δh_αβ, and using ṡ_i = h⁻¹v_i,

∂K_at/∂h = Σ_i m_i v_iṡ_iᵀ = Σ_i m_i v_iv_iᵀh⁻ᵀ.  (7)

For the volume, det(h + δh) = det h · det(1 + h⁻¹δh). To first order the last determinant is 1 + Tr(h⁻¹δh), because off-diagonal elements enter only in products. Hence

∂Ω/∂h = Ωh⁻ᵀ.  (8)

For the potential energy, insert hᵀh⁻ᵀ = 1: −∂U/∂h = [−(∂U/∂h)hᵀ]h⁻ᵀ. Equation (7) has the same right-hand factor, which suggests defining the internal stress Π by

ΩΠ = Σ_i m_i v_iv_iᵀ − (∂U/∂h)hᵀ.  (9)

With this sign Π is positive when the crystal pushes outward. The first term is the momentum carried by moving atoms, the second the virial of the forces.

The cell momentum is ∂L/∂ḣ = Wḣ. Combining (7), (8) and (9), Lagrange's equation for h is

Wḧ = (Π − P1)Ωh⁻ᵀ.  (10)

Equations (6) and (10) are the Parrinello-Rahman equations. The cell accelerates when the internal stress differs from the external pressure. The matrix Ωh⁻ᵀ has a geometric meaning: its columns are b × c, c × a and a × b, the area vectors of the cell faces. A stress times an area is a force, and this force drives the corresponding lattice vector.

The metric tensor also shows that Π is symmetric. By rotational invariance U depends on h through G alone at fixed s. Let Γ be the symmetric matrix for which δU = Tr(ΓδG). With δG = δhᵀh + hᵀδh the two terms contribute equally, so δU = 2Tr(Γhᵀδh), which means ∂U/∂h = 2hΓ. The virial term in (9) is then −2hΓhᵀ, a symmetric matrix, and the kinetic term is symmetric by inspection.

Finally, L has no explicit time dependence, and its kinetic part is quadratic in the velocities ṡ and ḣ. The conserved energy is therefore

E = K_at + U + (W/2)Tr(ḣᵀḣ) + PΩ.  (11)

Apart from the cell kinetic energy, this is the enthalpy of the atoms.

**Changing the lattice vectors**

An equivalent set of lattice vectors is given by the columns of

h′ = hM,  s′ = M⁻¹s,  (12)

where M is a constant matrix of integers with det M = 1. Its inverse also has integer elements, so each set generates the other, and the unit determinant preserves volume and handedness. Positions do not change, since h′s′ = hMM⁻¹s = hs.

The metric tensor does change, to G′ = MᵀGM, but the atomic kinetic energy does not:

ṡ′ᵀG′ṡ′ = ṡᵀM⁻ᵀMᵀGMM⁻¹ṡ = ṡᵀGṡ.  (13)

The volume is Ω′ = Ω det M = Ω, and U is the energy of the same crystal. The remaining term becomes

Tr(ḣ′ᵀḣ′) = Tr(Mᵀḣᵀḣ M) = Tr(ḣMMᵀḣᵀ),  (14)

by the cyclic property of the trace. It equals Tr(ḣḣᵀ) for every ḣ if and only if MMᵀ = 1. Sufficiency is plain. For necessity, let ḣ have a single nonzero row xᵀ. Equality then requires xᵀMMᵀx = xᵀx for every x, and a symmetric matrix with this property is the unit matrix. The rows of an integer M with MMᵀ = 1 have unit length, so each contains a single ±1. Such an M merely relabels lattice vectors and reverses signs. Any other change of vectors alters the cell kinetic energy for some motions of the cell, uniform contraction of a cube among them, though not for all: with the M below, a motion of c alone has the same kinetic energy in both descriptions. In the opening example

M = (1 1 0; 0 1 0; 0 0 1),  MMᵀ = (2 1 0; 1 1 0; 0 0 1),  (15)

with rows separated by semicolons. The diagonal sum rises from 3 to 4, as in (1).

A different kinetic energy need not by itself mean a different motion, so we compare the equations. The stress Π is the same in both descriptions. Its kinetic part contains the unchanged v_i. For the virial, δh = δh′M⁻¹ gives ∂U/∂h′ = (∂U/∂h)M⁻ᵀ, and multiplication by h′ᵀ = Mᵀhᵀ restores (∂U/∂h)hᵀ. Now write (10) for h′ and substitute h′ = hM and h′⁻ᵀ = h⁻ᵀM⁻ᵀ:

WḧM = (Π − P1)Ωh⁻ᵀM⁻ᵀ.

Multiplication from the right by M⁻¹, with M⁻ᵀM⁻¹ = (MMᵀ)⁻¹, gives

Wḧ = (Π − P1)Ωh⁻ᵀ(MMᵀ)⁻¹.  (16)

This is the motion of the original lattice vectors when the simulation is run with the new ones. It differs from (10) unless (Π − P1)h⁻ᵀ[(MMᵀ)⁻¹ − 1] = 0. For MMᵀ ≠ 1 it therefore differs whenever Π − P1 is invertible, for example a nonzero isotropic imbalance. A special imbalance can escape, such as one along z alone in the cubic cell with the M of (15). The condition for mechanical balance, Π = P1, is common to both; the path towards or around balance is not.

**Pressure that causes shear**

The dependence is more than a change of time scale. Let the cell be momentarily at rest with an isotropic stress imbalance, Π − P1 = p1. Multiplying (10) from the right by h⁻¹ gives the acceleration of the deformation,

ḧh⁻¹ = (pΩ/W)h⁻ᵀh⁻¹ = (pΩ/W)(hhᵀ)⁻¹.  (17)

This is a uniform expansion or contraction only if hhᵀ is proportional to the unit matrix. The matrix hhᵀ is not the metric tensor hᵀh, but the two have the same eigenvalues. The condition is therefore equivalent to G being proportional to the unit matrix: the three lattice vectors must be mutually perpendicular and of equal length. A cubic cell along the cube edges meets the condition. The usual primitive cell of a face-centred cubic crystal with cube edge a₀ does not:

h = (a₀/2)(0 1 1; 1 0 1; 1 1 0),  hhᵀ = (a₀²/4)(2 1 1; 1 2 1; 1 1 2),
(hhᵀ)⁻¹ = (1/a₀²)(3 −1 −1; −1 3 −1; −1 −1 3).  (18)

Each off-diagonal acceleration is −1/3 of a diagonal one. A purely hydrostatic imbalance starts a shear of a cubic crystal, although neither the crystal nor the load prefers any of the body diagonals. The preference comes from the three vectors chosen, which are arranged symmetrically about one of those diagonals.

**The strain form**

Wentzcovitch's remedy is to give kinetic energy to the strain instead of to the lattice vectors. Choose a fixed reference cell h₀ and write

h = (1 + ε)h₀,  ε = hh₀⁻¹ − 1.  (19)

Here ε is the full displacement gradient, with nine components. For small deformations its symmetric part is the usual strain and its antisymmetric part a rotation. The cell kinetic energy is

K_s = (W_s/2)Tr(ε̇ᵀε̇).  (20)

Since ε has no dimension, W_s is a mass times a squared length, whereas W is a mass.

When the lattice vectors are changed, the reference vectors must be changed in the same way, h₀′ = h₀M, so that they still describe the same reference crystal. Then

ε′ = hM(h₀M)⁻¹ − 1 = hMM⁻¹h₀⁻¹ − 1 = ε.  (21)

The strain is a property of the crystal, not of the vectors used to describe it. Hence K_s is invariant, and with it the whole Lagrangian.

To obtain the equation of motion, let A = (Π − P1)Ωh⁻ᵀ be the generalized force conjugate to h. With δh = δεh₀ its work is Tr(Aᵀδεh₀) = Tr(h₀Aᵀδε), so the force conjugate to ε is the transpose of h₀Aᵀ, which is Ah₀ᵀ. From (19), (1 + ε)⁻¹ = h₀h⁻¹, whose transpose is h⁻ᵀh₀ᵀ. Therefore

W_s ε̈ = (Π − P1)Ω(1 + ε)⁻ᵀ.  (22)

Multiplying from the right by h₀ and using ε̈h₀ = ḧ gives the form closest to (10):

W_s ḧ = (Π − P1)Ωh⁻ᵀG₀,  G₀ = h₀ᵀh₀.  (23)

The atomic equation (6) is unchanged. The factor G₀ compensates the change of vectors: in the primed description h⁻ᵀG₀ becomes h⁻ᵀM⁻ᵀMᵀG₀M = h⁻ᵀG₀M, and the final M cancels the one in ḧ′ = ḧM. No factor MMᵀ survives.

At h = h₀ an isotropic imbalance p gives ε̈ = (pΩ/W_s)1, a uniform expansion or contraction whatever the shape of the cell. If G₀ = a₀²1, which holds for a cubic reference cell along its edges, (23) coincides with (10) when W_s = Wa₀². The Parrinello-Rahman equations in that cell are thus a special case of the strain form.

The invariance also protects symmetry. Let R be a rotation or reflection that maps the reference lattice onto itself. Then Rh₀ = h₀M_R with M_R an integer matrix of determinant ±1, so h₀M_R⁻¹ = Rᵀh₀. Rotate the crystal by R and relabel its lattice vectors by M_R⁻¹. The new cell is RhM_R⁻¹ = R(1 + ε)h₀M_R⁻¹ = R(1 + ε)Rᵀh₀, so relative to the same h₀ the strain ε is replaced by RεRᵀ. Tr(ε̇ᵀε̇) is unchanged because RᵀR = 1, and K_at is unchanged because v_i becomes Rv_i. U and Ω, taken as a positive volume, are unchanged too. If the initial positions and velocities of atoms and cell are symmetric under R, the rotated trajectory solves the same equations from the same initial state. By uniqueness it is the same trajectory, and the symmetry persists. Numerical noise can still break it if the symmetric motion is unstable.

**What the repair leaves open**

The strain form removes the dependence on equivalent lattice vectors, not every arbitrary choice. The inertia W_s is still fictitious, and the physical reference state matters, since (20) can be written

K_s = (W_s/2)Tr(ḣG₀⁻¹ḣᵀ).  (24)

For W_s = 10 m₀a₀² and ḣ = −0.10·1 a₀/t₀, a cubic reference of edge a₀ gives 5 × 0.01 × 3 = 0.150 D, where D is the energy unit and t₀ = a₀√(m₀/D). Stretching the reference by 10% along z gives 5 × 0.01 × (1 + 1 + 1/1.21) = 0.141 D. These references are different crystals, not two descriptions of one.

Static canonical averages, on the other hand, do not need the repair. Collect the velocities ṡ and ḣ in one column q̇ and write the kinetic energy as ½q̇ᵀ𝓜q̇. In terms of momenta it is ½pᵀ𝓜⁻¹p, and the Gaussian integral of exp(−βK) over p, with β the inverse temperature in energy units, is proportional to (det 𝓜)^½. There are no cross terms between ṡ and ḣ, by the choice (4). Each atom contributes a block m_iG with determinant m_i³Ω², and the cell block is constant in both (3) and (24). For N atoms, det 𝓜 is a constant times Ω^(2N), which leaves the weight

Ω^N exp[−β(U + PΩ)]  (25)

for the configurations (h, s), with a flat measure in the nine elements of h. This is not yet a distribution of the volume. Scaling all nine elements by λ gives a measure λ⁸dλ, proportional to Ω²dΩ, so an ideal gas in a fixed range of cell shapes has ⟨PΩ⟩ = (N + 3)/β instead of the (N + 1)/β of the usual isobaric ensemble. The difference is the same for both kinetic terms and matters only for small N. The changes of variable from h to hM or to ε have constant Jacobians. Two runs with thermostats that sample the canonical distribution of atoms and cell, over the same region of configurations, therefore give the same static averages with either kinetic term. Vibration frequencies of the cell, the route of a phase transition and the time it takes have no such protection.

**A model crystal under pressure**

Consider a crystal with atoms of mass m₀ at the cube corners and 2m₀ at the body centres, one of each per cell. A pair at squared distance u has energy −D(1 − x²)⁴ for |x| < 1 and zero otherwise, with x = (u − u₀)/(0.70 a₀²). The minimum u₀ is 1.00 a₀² for like atoms and 0.75 a₀² for unlike atoms. These are the nearest distances in a cubic crystal of edge a₀, and the next ones, 2 a₀² and 2.75 a₀², are out of range. Every interacting pair sits at its minimum, so Π = 0 for atoms at rest.

Start from this state and switch on P = 2.0 D/a₀³, with W = 10.0 m₀ and W_s = 10.0 m₀a₀². In the cubic cell (10) gives ḧ = −(2.0/10.0)·1 = −0.20·1 in units of a₀/t₀². With the skewed vectors of (15), equation (16) predicts for the cube edges

ḧ = −0.20(1 −1 0; −1 2 0; 0 0 1) = (−0.20 0.20 0; 0.20 −0.40 0; 0 0 −0.20) a₀/t₀².  (26)

A short trajectory run in the skewed cell reproduces these elements to within 2 × 10⁻⁴ a₀/t₀². The y edge begins to shrink twice as fast as the others, and the positive off-diagonal elements close the angle between the x and y edges.

At t = 0.6 t₀ the cube edges, in units of a₀, and the xy angle are:

- Parrinello-Rahman, cubic vectors: 0.9828, 0.9828, 0.9828; 90.00°.
- Parrinello-Rahman, skewed vectors: 0.9870, 0.9842, 0.9838; 89.12°.
- Strain form, either set of vectors: 0.9828, 0.9828, 0.9828; 90.00°.

The Parrinello-Rahman run in the skewed cell has lost the cubic symmetry. Its volume is 0.9555 a₀³ against 0.9493 a₀³, a difference of 0.65% relative to the cubic run. The order of its edge lengths no longer follows the initial accelerations: the y edge is not the shortest. Equation (26) holds only at the start; once the crystal is deformed, Π is no longer zero and enters (16). The z edge also departs from its value in the cubic run, by 0.0010 a₀, although both began with the same acceleration. About nine tenths of this comes from Π, the rest from the different area of the xy face on which P acts.

In a second run the atoms are displaced and moving. At t = 3.0 t₀ the Parrinello-Rahman cells from the two sets of vectors, both expressed in the cubic vectors, differ by up to 0.010 a₀ in the elements of h. The gap does not grow steadily; it is largest, about 0.027 a₀, near t = 1.5 t₀. For the strain form the difference is about 10⁻¹³ a₀, the level of numerical error. The numerical check also tests (6), (10) and (22) against direct differentiation of the Lagrangians.

Computed values

```
Units: length a0, energy D, mass m0, time t0 = a0 sqrt(m0/D)
atom masses: 1.0, 2.0 m0
cell inertia: PR W = 10.0 m0; strain W_s = 10.0 m0 a0^2
external pressure P = 2.0 D/a0^3
well centres r^2: like 1.00, unlike 0.75 a0^2; half-width 0.70 a0^2
pair well: -D (1-x^2)^4, x = (r^2-centre)/half-width, zero for |x|>1
change of lattice vectors M (rows): [[1, 1, 0], [0, 1, 0], [0, 0, 1]]
M M^T (rows): [[2, 1, 0], [1, 1, 0], [0, 0, 1]]
inverse of M M^T (rows): [[1, -1, 0], [-1, 2, 0], [0, 0, 1]]
Euler-Lagrange residual: PR 7.2e-10, strain 7.3e-10 (largest generalized force 10.0), reduced units
U, generic state: cubic -12.60143667, skewed -12.60143667 D
volume ratio of two test cells: 1.355624; fourth power 3.377197
mass-matrix determinant ratio: PR 3.377197, strain 3.377197
uniform contraction rate: -0.10 1/t0
cell kinetic energy PR: cubic 0.1500, skewed 0.2000 D
cell kinetic energy strain: cubic 0.1500, skewed 0.1500 D
strain form, reference stretched 10% along z: 0.1413 D
fcc primitive cell, PR: shear/diagonal acceleration = -0.3333
initial PR acceleration, skewed cell, mapped to cube edges (a0/t0^2):
  trajectory [-0.1999  0.1999  0.    ]  formula [-0.2  0.2  0. ]
  trajectory [ 0.1999 -0.3999  0.    ]  formula [ 0.2 -0.4  0. ]
  trajectory [ 0.   0.  -0.2]  formula [ 0.   0.  -0.2]
pressure switched on at rest; cube edges (a0) at t = 0.6 t0:
  PR, cubic: 0.98282 0.98282 0.98282; xy angle 90.000 deg; volume 0.94934 a0^3
  PR, skewed: 0.98700 0.98416 0.98382; xy angle 89.120 deg; volume 0.95554 a0^3
  strain, cubic: 0.98282 0.98282 0.98282; xy angle 90.000 deg; volume 0.94934 a0^3
  strain, skewed: 0.98282 0.98282 0.98282; xy angle 90.000 deg; volume 0.94934 a0^3
moving-atom run: initial s (rows): [[0.02, -0.01, 0.015], [0.49, 0.505, 0.4925]]
moving-atom run: initial sdot (rows, 1/t0): [[0.4, 0.2, -0.3], [-0.2, -0.1, 0.15]]
largest cubic-skewed difference at t = 3.0 t0:
  PR: cell 1.04e-02 a0, scaled coordinates 4.50e-03
  strain: cell 1.31e-13 a0, scaled coordinates 2.89e-13
largest extended-energy drift, moving-atom runs: 3.1e-11 D
```
